\section*{Landau branches and coexistence in a field from companion-matrix roots}

\section{The transition without a field}

A uniform uniaxial ferroelectric at zero field has, in sixth-order Landau theory, the free-energy density
\begin{equation}
G_0(P)=\frac a2P^2+\frac b4P^4+\frac c6P^6,\qquad b<0,\quad c>0 .
\end{equation}
Here $P$ is the polarization and $a=a'(T-T_0)$ with $a'>0$; $b$ and $c$ are taken as independent of temperature. Completing the square in $P^2$ gives
\begin{equation}
G_0=\frac{P^2}{2}\left[a-\frac{3b^2}{16c}+\frac c3\left(P^2-\frac{3|b|}{4c}\right)^2\right].
\label{eq:square}
\end{equation}
If $a>3b^2/(16c)$, the bracket is positive and $P=0$ is the stable state. At $a=3b^2/(16c)$ the states $P=0$ and $P^2=3|b|/(4c)$ have equal energy: the transition is of first order.

The same condition can be read as an area. The field needed to hold the polarization at $P$ is $dG_0/dP$, and its integral from $0$ to the polar state $P_2$ is $G_0(P_2)-G_0(0)$. At the transition this integral vanishes, so the part of the curve above the axis and the part below it enclose equal areas.

The polar state survives above the transition as a metastable state. Its polarization obeys $a+bP^2+cP^4=0$, which has real solutions for $P^2$ while $b^2\ge4ac$. The superheating limit is therefore $a=b^2/(4c)$, with $P^2=|b|/(2c)$.

In a field the equilibrium condition is a full quintic, for which no general formula in radicals is available. The branches are then found numerically. The coexistence condition, however, still has a closed solution, which gives a standard for judging the numerical error.

\section{Scaled equation of state}

Let $E$ be the macroscopic field inside the material and $G=G_0-EP$. Domains, gradients and fluctuations are left out. Define
\begin{equation}
P=\sqrt{\frac{|b|}{c}}\,p,\qquad a=\frac{b^2}{c}\,\alpha,\qquad
E=\frac{|b|^{5/2}}{c^{3/2}}\,e,\qquad G=\frac{|b|^3}{c^2}\,g .
\end{equation}
Each of the four terms of $G$ then carries the factor $|b|^3/c^2$; for example, $bP^4=-|b|\,(b^2/c^2)\,p^4$. Hence
\begin{align}
g&=\varphi(p)-ep,\qquad \varphi=\frac\alpha2p^2-\frac14p^4+\frac16p^6,\\
e&=f(p)=\varphi'(p)=\alpha p-p^3+p^5. \label{eq:state}
\end{align}
A root with $f'(p)>0$ is a local minimum of $g$; one with $f'(p)<0$ is a maximum, called the barrier below. Among the minima, the lowest $g$ marks the stable state and the others are metastable.

\section{All branches from one matrix}

Consider
\begin{equation}
C=\begin{pmatrix}0&0&0&0&e\\1&0&0&0&-\alpha\\0&1&0&0&0\\0&0&1&0&1\\0&0&0&1&0\end{pmatrix}.
\end{equation}
Let the row vector $v=(v_0,\dots,v_4)$ satisfy $vC=pv$. The first four columns give $v_1=pv_0$, $v_2=pv_1$, $v_3=pv_2$ and $v_4=pv_3$. Thus $v_0\ne0$, and we may set $v=(1,p,p^2,p^3,p^4)$. The last column gives
\begin{equation}
e-\alpha p+p^3=p^5,
\end{equation}
which is Eq.~\eqref{eq:state}. Conversely, any root of the quintic gives such an eigenvector. The eigenvalues of $C$ are therefore the roots, found together and without starting guesses. The real ones are the equilibrium branches.

\subsection{Error of a root}

A backward-stable eigenvalue routine returns the eigenvalues of a matrix close to $C$. Since the entries are of order one, this amounts to an error $\eta$ in the equation of state, where $\eta$ is a modest multiple of the machine precision $\epsilon\approx2\times10^{-16}$. For a simple root, linearizing $f(p+\delta p)=e+\eta$ gives
\begin{equation}
|\delta p|\simeq\frac{|\eta|}{|f'(p)|}. \label{eq:simple}
\end{equation}
This fails where $f'=0$, at the folds where a minimum and a barrier merge. There
\begin{equation}
\alpha-3p^2+5p^4=0,\qquad p_\mp^2=\frac{3\mp\sqrt{9-20\alpha}}{10}. \label{eq:folds}
\end{equation}
Near the inner fold $p_-$, where $f$ has a maximum, set $e=f(p_-)-\delta$ and $p=p_-+x$. The linear term of $f$ vanishes, so to leading order
\begin{equation}
-\delta=\tfrac12f''(p_-)x^2,\qquad x=\pm\sqrt{\frac{2\delta}{|f''(p_-)|}} .
\end{equation}
The two roots are $2\sqrt{2\delta/|f''|}$ apart. At $\alpha=0.3125$ and $\delta=10^{-6}$ the computed separation and this law both give $2.566\times10^{-3}$, hence $|f''|=8\delta/(2.566\times10^{-3})^2\approx1.21$.

Rounding acts like an uncontrolled $\delta$ of order $\epsilon$. The expected root error at the fold is then about $\sqrt{2\epsilon/|f''|}\approx2\times10^{-8}$; the computed one is $6\times10^{-9}$, of the expected order. Half the digits are lost because the root itself is ill-conditioned.

This affects the selection of real roots. An imaginary part below $10^{-9}$ is accepted as zero here. Right at a fold, rounding can turn a double real root into a complex pair with a larger imaginary part, so the number of branches cannot be trusted there. Away from folds it can: in a test at 300 random points $(\alpha,e)$ the roots agreed to $10^{-7}$ with those bracketed on the monotone pieces of $f$, and cases with one, three and five real roots all occurred.

\section{The equal-area search}

Take $3/16<\alpha<9/20$. The upper limit keeps the two folds in Eq.~\eqref{eq:folds} distinct. Let $p_1<p_2$ be the minima on either side of the positive barrier, and define
\begin{equation}
A(e)=\int_{p_1}^{p_2}\bigl[f(p)-e\bigr]dp=g(p_2)-g(p_1).
\end{equation}
Coexistence requires $A=0$. As $e$ changes, $p_1$ and $p_2$ move, but $\partial g/\partial p=0$ at both. Only the explicit dependence on $e$ remains:
\begin{equation}
\frac{dA}{de}=-(p_2-p_1)<0 . \label{eq:slopeA}
\end{equation}
So $A$ has at most one zero.

\subsection{A bracket that contains the zero}

At a fold $\alpha=3p^2-5p^4$, and substitution in $f$ gives
\begin{equation}
f(p_\pm)=p_\pm(2p_\pm^2-4p_\pm^4)=2p_\pm^3(1-2p_\pm^2). \label{eq:foldfield}
\end{equation}
Since $p_-^2<3/10$, the upper fold field $f(p_-)$ is positive. The lower fold field $f(p_+)$ is positive if $p_+^2<1/2$, which by Eq.~\eqref{eq:folds} means $\alpha>1/4$. The bracket is
\begin{equation}
\max\{0,f(p_+)\}<e<f(p_-).
\end{equation}

At the upper end $p_1$ merges with the barrier. Between there and $p_2$ the curve lies below $e$, so $A<0$. At the lower end there are two cases. If $\alpha>1/4$, then $p_2$ merges with the barrier, the curve between $p_1$ and $p_2$ lies above $e$, and $A>0$. If $\alpha\le1/4$, the end is $e=0$, where $p_1=0$ and $A=\varphi(p_2)$, which is positive for $\alpha>3/16$ by Eq.~\eqref{eq:square}. The zero therefore exists and is unique.

The central branch, which lies between $-p_-$ and $p_-$, ends at $e=-f(p_-)$. For $\alpha<1/5$ this end lies above the lower fold field, so $f(p_+)$ alone would not serve as the lower limit. At $\alpha=3/16$, Eq.~\eqref{eq:foldfield} gives $f(p_+)\approx-0.045$ and $-f(p_-)\approx-0.032$. Near the lower fold field there would be no central state to compare with.

Inside the bracket, the three largest real roots are $p_1$, the barrier and $p_2$. Two more roots may exist, but they lie below $-p_-$.

\subsection{Newton step and convergence}

With Eq.~\eqref{eq:slopeA}, the Newton step is
\begin{equation}
e_{\rm new}=e+\frac{A(e)}{p_2-p_1}=\frac{\varphi(p_2)-\varphi(p_1)}{p_2-p_1},
\end{equation}
the mean of $f$ over the loop. The search starts at the midpoint of the bracket. The sign of $A$ tells which end to replace, and a step that would leave the bracket is replaced by bisection. The ends, where roots can merge, are never evaluated.

The convergence constant follows from $dp_i/de=1/f'(p_i)$, which gives $A''=1/f'(p_1)-1/f'(p_2)$. The general Newton error relation, $e_{\rm new}-e^*\simeq (A''/2A')(e-e^*)^2$, becomes
\begin{equation}
e_{\rm new}-e^*\simeq\frac{1}{2(p_2-p_1)}\left[\frac1{f'(p_2)}-\frac1{f'(p_1)}\right](e-e^*)^2. \label{eq:newton}
\end{equation}

\section{Closed form for coexistence}

Let two minima have equal $g=k$. Then $\varphi-ep-k$ has double zeros at $p_1$ and $p_2$. With $s=p_1+p_2$ and $q=p_1p_2$ it must have the form
\begin{equation}
\varphi-ep-k=\frac16(p^2-sp+q)^2(p^2+2sp+r). \label{eq:factor}
\end{equation}
The coefficient $2s$ in the last factor removes the $p^5$ term, since the square contributes $-2s$. The square is
\begin{equation}
p^4-2sp^3+(s^2+2q)p^2-2sqp+q^2 .
\end{equation}
Multiply Eq.~\eqref{eq:factor} by 6 and compare powers:
\begin{align}
p^4:&\quad r-4s^2+s^2+2q=-\tfrac32,\\
p^3:&\quad -2sr+2s(s^2+2q)-2sq=0,\\
p^2:&\quad r(s^2+2q)-4s^2q+q^2=3\alpha,\\
p^1:&\quad -2sqr+2sq^2=-6e .
\end{align}
For $s\ne0$, dividing the $p^3$ equation by $2s$ gives $r=s^2+q$. The $p^4$ equation becomes $3q-2s^2=-3/2$, so
\begin{equation}
q=\tfrac23s^2-\tfrac12 . \label{eq:q}
\end{equation}
The $p^1$ equation gives $e=sq(r-q)/3$, and $r-q=s^2$, so
\begin{equation}
e^*=\tfrac13s^3q . \label{eq:estar}
\end{equation}
In the $p^2$ equation, $(s^2+q)(s^2+2q)=s^4+3s^2q+2q^2$, so $3\alpha=s^4-s^2q+3q^2$. With $u=s^2$ and Eq.~\eqref{eq:q},
\begin{align}
3\alpha&=u^2-\tfrac23u^2+\tfrac12u+\tfrac43u^2-2u+\tfrac34\nonumber\\
&=\tfrac53u^2-\tfrac32u+\tfrac34 . \label{eq:alphau}
\end{align}
Multiplying by $12$ gives $20u^2-18u+9-36\alpha=0$. Its larger root is
\begin{equation}
s^2=\frac{9+3\sqrt{80\alpha-11}}{20}. \label{eq:s}
\end{equation}
The polarization difference is
\begin{equation}
\Delta=p_2-p_1=\sqrt{s^2-4q}=\sqrt{2-\tfrac53s^2}. \label{eq:gap}
\end{equation}

\subsection{Which solutions are globally stable}

For $e>0$, reversing a negative $p$ lowers $g$, because $\varphi$ is even. Globally stable states thus have $p>0$, and two of them have $s>0$ and $q>0$. On $p>0$ there are at most two minima, since $f'$ changes sign at most twice there. Equation~\eqref{eq:q} turns $q>0$ into $s^2>3/4$, and distinct states require $s^2<6/5$ by Eq.~\eqref{eq:gap}. In this range $\alpha$ increases with $u$, because Eq.~\eqref{eq:alphau} gives $d\alpha/du=10u/9-1/2>0$. The end values are $3/16$ and $9/20$. This also selects the larger root in Eq.~\eqref{eq:s}, as the smaller one lies below $9/20$.

Conversely, in this range the last factor of Eq.~\eqref{eq:factor} is
\begin{equation}
p^2+2sp+s^2+q=(p+s)^2+q>0 .
\end{equation}
The common tangent then lies below $\varphi$ everywhere except at its two contacts. Within this model, two globally stable states coexist at a positive field if and only if $3/16<\alpha<9/20$, on the line $e^*(\alpha)$.

Equality of two energies alone is not enough. At $\alpha=0.18$ the formulas give two minima of equal energy at $e=-0.0032$, but now $q<0$, and $(p+s)^2+q$ is negative near $p=-s$. A lower state exists there. For $\alpha<3/16$ the actual coexistence is between $\pm p$ at $e=0$, so the range of $\alpha$ must be checked before the search starts.

\section{Slope and the two ends of the line}

Along the line, both states keep equal $g$. At a minimum $dg=\tfrac12p^2d\alpha-p\,de$, so
\begin{equation}
\tfrac12(p_2^2-p_1^2)\,d\alpha=(p_2-p_1)\,de,\qquad \frac{de^*}{d\alpha}=\frac s2 .
\end{equation}
In physical units this is the Clausius--Clapeyron relation
\begin{equation}
\frac{dE^*}{dT}=\frac{a'}{2}(P_1+P_2). \label{eq:cc}
\end{equation}
The field favours the more polar state, so a higher temperature needs a larger field to reach it.

At the lower end put $\alpha=3/16+\delta$. Then $\sqrt{80\alpha-11}=\sqrt{4+80\delta}\simeq2+20\delta$, so $s^2\simeq3/4+3\delta$ and $q\simeq2\delta$. Equation~\eqref{eq:estar} gives $e^*\simeq(\sqrt3/4)\delta$: the line leaves the zero-field transition linearly.

At the upper end put $\alpha=9/20-\delta$. Now $\sqrt{25-80\delta}\simeq5-8\delta$ and $s^2\simeq6/5-6\delta/5$, so
\begin{equation}
\Delta\simeq\sqrt{2\delta}. \label{eq:close}
\end{equation}
The two states merge at the critical end point, where $p=s/2=\sqrt{3/10}$, $q=3/10$ and $e=(6/25)\sqrt{3/10}\approx0.1315$. The square root is a mean-field result.

The window between the fold fields closes faster. At the critical polarization $f'=-\delta$, $f''=0$ and $f'''=12$, so $f'\simeq-\delta+6x^2$ at distance $x$. The folds lie at $x=\pm\sqrt{\delta/6}$, and integrating $-f'$ between them gives the width
\begin{equation}
2\delta\sqrt{\frac\delta6}-4\left(\frac\delta6\right)^{3/2}=\frac43\,\delta\sqrt{\frac\delta6}. \label{eq:window}
\end{equation}

\subsection{The tricritical limit}

At fixed $\alpha$ the coexistence field scales as $|b|^{5/2}$, while the interval of $a$ scales as $b^2$. As $b\to0^-$, the line for $E>0$ and its mirror image for $E<0$ shrink to the tricritical point $a=b=E=0$.

For $b\ge0$ and $E>0$, write equilibrium as
\begin{equation}
\frac EP=a+bP^2+cP^4,\qquad P>0 .
\end{equation}
The left side falls from infinity to zero, while the right side rises from $a$ to infinity. They cross once, so no coexistence in a field remains. At the tricritical point itself $P=(E/c)^{1/5}$, and the response $dP/dE$ diverges as $E\to0$.

\section{Worked example}

Take round model parameters, attached to no material: $a'=10^6$ J\,m\,C$^{-2}$K$^{-1}$, $T_0=400$ K, $b=-8\times10^8$ J\,m$^5$C$^{-4}$ and $c=10^{10}$ J\,m$^9$C$^{-6}$. The units of $P$, $a$ and $E$ are $0.28284$ C/m$^2$, $6.4\times10^7$ J\,m/C$^2$ and $18.102$ MV/m. The zero-field transition is at $400+(3/16)\times64=412$ K, the zero-field superheating limit at 416 K, and the critical end point at 428.8 K and 2.380 MV/m.

At 420 K, $a=2\times10^7$ J\,m/C$^2$ and $\alpha=0.3125$. The closed form gives
\begin{align}
s^2&=\frac{9+3\sqrt{14}}{20}=1.01125,\qquad s=1.0056,\\
q&=\tfrac23(1.01125)-\tfrac12=0.1742,\\
e^*&=\frac{(1.01125)(1.0056)(0.1742)}3=0.0590 .
\end{align}
Hence $E^*=1.069$ MV/m, or 10.69 kV/cm. With $\Delta=\sqrt{2-1.6854}=0.5609$, the coexisting values are $p_1=0.2224$ and $p_2=0.7832$, that is, 0.0629 and 0.2215 C/m$^2$. Each lobe of the loop has an area of 13.1 kJ/m$^3$. A direct grid search for the global minimum of the unscaled $G$ finds its jump at the same field, within the tested relative tolerance of $10^{-6}$.

At 1.0 MV/m and the same temperature there are three branches. The less polar state is lower by $26.564-15.576=10.988$ kJ/m$^3$. Equation~\eqref{eq:slopeA} predicts about $(E^*-E)(P_2-P_1)=0.0687\times0.1586$ MJ/m$^3$, or 10.9 kJ/m$^3$. At 414 K and 0.1 MV/m there are five branches: a stable state with small $P$, two metastable polar states of opposite sign, and two barriers. The polar state along the field has the lower energy of the two.

The fold fields at 420 K are 0.787 and 1.302 MV/m. A uniform system that leaves a state only when it ceases to be a minimum would jump at these fields, giving a hysteresis loop around $E^*$. Nucleation, absent here, can cause switching earlier. At 414 K the lower fold is at $-0.403$ MV/m, so a metastable polar state survives removal of the field; at 416 K this fold reaches zero, as the superheating limit requires.

Equation~\eqref{eq:cc} gives a slope of 0.142 MV/(m\,K) at 420 K. The tabulated fields at 416 and 424 K give the mean slope $(1.6507-0.5152)/8=0.142$ in the same unit. At 428 K, $\delta=0.8/64=0.0125$. Equation~\eqref{eq:close} gives $\Delta\simeq0.158$, against $(0.1764-0.1315)/0.28284=0.159$ from the table. Equation~\eqref{eq:window} gives a window of 0.0138 MV/m, as does the table.

\section{Error of the coexistence field}

The search at 420 K starts at the midpoint, 1.0442 MV/m. Its next two errors, relative to the final value, are $-7.5\times10^{-5}$ and $-8\times10^{-10}$ MV/m. From $p_1$ and $p_2$ one finds $f'(p_1)=0.176$ and $f'(p_2)=0.354$. The factor in Eq.~\eqref{eq:newton} is then $(2.83-5.67)/(2\times0.561)=-2.5$. Applied to the scaled error $-7.53\times10^{-5}/18.1=-4.2\times10^{-6}$, it predicts $-4.4\times10^{-11}$, or $-8\times10^{-10}$ MV/m, in agreement with the iteration.

Root errors hardly disturb $A$. Since $\partial g/\partial p=0$ at each minimum, an error $\delta p_i$ changes $g$ by $\tfrac12f'(p_i)\delta p_i^2$, which is $\eta^2/[2f'(p_i)]$ by Eq.~\eqref{eq:simple}. The limit is set instead by the stopping tolerance of the search and, below that, by rounding in $\varphi$. An error $\delta A$ shifts the field by
\begin{equation}
|\delta e^*|\simeq\frac{|\delta A|}{\Delta}.
\end{equation}

The polarizations are more sensitive. Differentiating Eq.~\eqref{eq:factor} twice at $p_i$ leaves only the term in which each of the two vanishing factors is differentiated once. That derivative is $2p_i-s=\pm\Delta$, so
\begin{equation}
f'(p_i)=\frac{\Delta^2}{3}\left[(p_i+s)^2+q\right].
\end{equation}
Near the critical end point the bracket tends to $9(3/10)+3/10=3$, and $f'\simeq\Delta^2\simeq2\delta$. An error $\eta$ in the equation of state then gives a polarization error of about $\eta/(2\delta)$. An error left in the field by the stopping tolerance of the search, $10^{-13}$ in scaled units, is amplified by the same factor and can exceed the effect of rounding. So is the rounding error of the field, $|\delta A|/\Delta\simeq|\delta A|/\sqrt{2\delta}$, which gives a polarization error of about $|\delta A|/(2\delta)^{3/2}$. Near the critical end point $\varphi\approx0.05$, so $|\delta A|\sim10^{-17}$, and this term exceeds $\eta/(2\delta)$ once $\delta$ is below about $10^{-3}$. The absolute error of the field stays small while the two polarizations lose digits, but the window of Eq.~\eqref{eq:window} shrinks as $\delta^{3/2}$. The field error reaches the width of the window when $\delta^2\sim|\delta A|$, at $\delta$ of a few $10^{-9}$. The search then no longer locates the coexistence field inside the window, although the three roots can still be told apart until the window is comparable with $\eta$, near $\delta\sim10^{-10}$. The closed form should replace the search well before these limits.

In a test at six values of $\alpha$ from 0.19 to 0.44, the searched $e^*$, $p_1$ and $p_2$ agreed with the closed form to $10^{-10}$ in scaled units. This measures the numerical error alone. The neglect of domains, gradients and fluctuations is an error of the model, which no refinement of the root finding reduces. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
a' = 1.0e+06 J m/(C^2 K), T0 = 400 K
b = -8.0e+08 J m^5/C^4, c = 1.0e+10 J m^9/C^6
unit of P = 0.28284 C/m^2, unit of a = 6.400e+07 J m/C^2
unit of E = 18.1019 MV/m, unit of G = 5120.0 kJ/m^3
zero-field transition: alpha = 0.1875, T = 412.00 K
polarization jump there = 0.2449 C/m^2
zero-field superheating limit T = 416.00 K
critical end point: alpha = 0.4500, T = 428.80 K
critical e = 0.13145, E = 2.3796 MV/m, P = 0.1549 C/m^2
branches at T = 414 K, E = 0.1 MV/m (alpha = 0.21875, e = 0.00552):
  p = -0.81013, P = -0.22914 C/m^2, G = +80.335 kJ/m^3, metastable
  p = -0.59320, P = -0.16778 C/m^2, G = +92.521 kJ/m^3, unstable
  p = +0.02533, P = +0.00716 C/m^2, G = -0.358 kJ/m^3, stable
  p = +0.54456, P = +0.15402 C/m^2, G = +60.354 kJ/m^3, unstable
  p = +0.83344, P = +0.23573 C/m^2, G = +33.814 kJ/m^3, metastable
branches at T = 420 K, E = 1.0 MV/m (alpha = 0.31250, e = 0.05524):
  p = +0.20212, P = +0.05717 C/m^2, G = -26.564 kJ/m^3, stable
  p = +0.55426, P = +0.15677 C/m^2, G = -7.064 kJ/m^3, unstable
  p = +0.77160, P = +0.21824 C/m^2, G = -15.576 kJ/m^3, metastable
equal-area iteration at 420 K (E in MV/m, A in kJ/m^3):
  0: E = 1.0442007470, A = +3.90e+00
  1: E = 1.0686186262, A = +1.19e-02
  2: E = 1.0686939326, A = +1.26e-07
  3: E = 1.0686939334, A = +0.00e+00
420 K: s = 1.00561, q = 0.17417, e* = 0.059038
420 K: closed-form e* = 0.059038
420 K: p1 = 0.22236, barrier = 0.52653, p2 = 0.78324
420 K: area of each lobe = 13.119 kJ/m^3
420 K: E* = 1.0687 MV/m = 10.687 kV/cm
420 K: E* from grid minimization = 1.0687 MV/m
same alpha, b halved: E* = 0.1889 MV/m, ratio = 5.6569
420 K: dE*/dT = 0.1422 MV/(m K)
T (K), lower fold, E*, upper fold (MV/m), P1, P2 (C/m^2):
  414, -0.4030, 0.2518, 0.7440, 0.0183, 0.2397
  416, +0.0000, 0.5152, 0.9159, 0.0342, 0.2342
  420, +0.7866, 1.0687, 1.3018, 0.0629, 0.2215
  424, +1.5415, 1.6507, 1.7465, 0.0920, 0.2052
  428, +2.2489, 2.2560, 2.2627, 0.1315, 0.1764
root splitting 1e-6 inside a fold = 2.5662e-03, law = 2.5662e-03
companion root error exactly at that fold = 6.2e-09
alpha = 0.18: false coexistence at e = -0.00322
\end{verbatim}
